# The core polarization potential from second-order perturbation theory, part 2

Valence electrons induce dipoles in atomic cores. The aim is to write this response as an operator on the valence coordinates alone, the core polarization potential (CPP) $V_{\rm CPP}=-\tfrac12\sum_\lambda\alpha_\lambda\mathbf f_\lambda^2$.

SI units are used; $e>0$ is the elementary charge, $m$ the electron mass, $\kappa=e/4\pi\varepsilon_0$. Core $\lambda$ has net charge $Q_\lambda e$, Hamiltonian $H_\lambda$, dipole operator $\mathbf d_\lambda$, ground state $|0\rangle$ at energy zero and excited states $|n\rangle$ at $\Delta_n>0$; $d_n=\langle n|d_z|0\rangle$. Vectors $\mathbf r_{\lambda i}$ and $\mathbf R_{\lambda\mu}$ point from core $\lambda$ to valence electron $i$ and core $\mu$; $a,b$ label Cartesian components.

$$\mathbf f_\lambda=\kappa\Big[\sum_i\frac{\mathbf r_{\lambda i}}{r_{\lambda i}^3}-\sum_{\mu\ne\lambda}Q_\mu\frac{\mathbf R_{\lambda\mu}}{R_{\lambda\mu}^3}\Big],\qquad \alpha_\lambda=2\sum_n\frac{|d_n|^2}{\Delta_n},\qquad \beta_\lambda=\sum_n\frac{|d_n|^2}{\Delta_n^2}$$

Assumptions: (A1) no exchange between core and valence electrons; (A2) other charges lie outside each core, and the coupling stops at the dipole; (A3) cores are spherical and nondegenerate; (A4) second order in the coupling; (A5) $|v\rangle$ is a nondegenerate eigenstate of the valence Hamiltonian $H_v$ (eigenstates $|k\rangle$, energies $E_k$), and $\Delta_n+E_k-E_v>0$.

**Theorem, to be proved.** The first-order shift is zero and $E^{(2)}=E_{\rm disp}+\sum_\lambda E^{(2)}_\lambda$, where $E_{\rm disp}$ depends only on core positions. For each core, dropping $\lambda$:

(a) $E^{(2)}_\lambda=-\sum_n|d_n|^2\sum_a\langle v|f_a\,(\Delta_n+H_v-E_v)^{-1}f_a|v\rangle$.

(b) $E^{(2)}_\lambda=-\tfrac12\alpha\langle v|\mathbf f^2|v\rangle+\beta S-\mathcal R$, with $S=\sum_a\langle v|f_a(H_v-E_v)f_a|v\rangle$ and $\mathcal R\ge0$.

(c) For a local potential, $S=\dfrac{\hbar^2}{2m}\sum_{i,a}\langle v|\,|\nabla_if_a|^2|v\rangle$.

(d) For the valence ground state, $-\tfrac12\alpha\langle\mathbf f^2\rangle\le E^{(2)}_\lambda\le-\tfrac12\alpha\langle\mathbf f^2\rangle+\beta S$.

(e) If all $\Delta_n$ and $|d_n|^2$ are multiplied by $\eta$, then for the valence ground state and finite $S$, $E^{(2)}_\lambda\to-\tfrac12\alpha\langle\mathbf f^2\rangle$ as $\eta\to\infty$, with error at most $\beta S/\eta$.

**Lemma 1.** The coupling is $W=W_1+W_{dd}$, with $W_1=-\sum_\lambda\mathbf d_\lambda\cdot\mathbf f_\lambda$ and $W_{dd}$ bilinear in dipoles of different cores. For a core electron at $\mathbf s$, $s<r$,

$$\frac1{|\mathbf r-\mathbf s|}=\frac1r+\frac{\mathbf s\cdot\mathbf r}{r^3}+\frac{3(\mathbf s\cdot\mathbf r)^2-s^2r^2}{2r^5}+O(s^3/r^4).$$

**Lemma 2.** $\langle0|d_a|0\rangle=0$, and the core response is isotropic.

**Lemma 3.** In a uniform static field $F\hat{\mathbf z}$ the core has $\langle d_z\rangle=\alpha F$ and energy $-\tfrac12\alpha F^2$, to lowest order.

**Lemma 4.** The valence function $\varphi$ obeys $H_{\rm eff}(E)\varphi=E\varphi$, and to second order in $W$

$$H_{\rm eff}(E)=H_v-\sum_\lambda\sum_n|d_n|^2\sum_af_{\lambda a}\,(\Delta_n+H_v-E)^{-1}f_{\lambda a}-\sum_{\lambda<\mu}\sum_{n,n'}\frac{|\langle n_\lambda n'_\mu|W_{dd}|00\rangle|^2}{\Delta_n+\Delta_{n'}+H_v-E}.$$

**Proof of (a).** Write $H_{\rm eff}(E)=H_v+\Sigma(E)$ and project the eigenvalue equation on $\langle v|$: $(E-E_v)\langle v|\varphi\rangle=\langle v|\Sigma(E)|\varphi\rangle$. Since $\Sigma$ is of order $W^2$, both $\varphi-|v\rangle$ and $E-E_v$ are of order $W^2$, and replacing $\varphi$ by $|v\rangle$ and $E$ by $E_v$ on the right changes the result at order $W^4$. So there is no first-order shift and $E^{(2)}=\langle v|\Sigma(E_v)|v\rangle$. The single excitations give (a). In the double excitations $H_v-E_v$ acts directly on $|v\rangle$ and gives zero, so

$$E_{\rm disp}=-\sum_{\lambda<\mu}\sum_{n,n'}\frac{|\langle n_\lambda n'_\mu|W_{dd}|00\rangle|^2}{\Delta_n+\Delta_{n'}},$$

the London dispersion energy between cores, proportional to $R_{\lambda\mu}^{-6}$ and the same for every valence state. $\square$

The dispersion term is of second order and is not contained in $V_{\rm CPP}$. It depends on the core positions, so it has to be added separately to a potential curve. The interaction of the dipole induced on one core with the dipole induced on another is also missing, for a different reason: it needs $W_1$ twice and $W_{dd}$ once and is of third order. For clamped valence charges it is found by taking the product of the polarized core states of Lemma 3 and evaluating $W_{dd}$ in it, which replaces each $\mathbf d_\lambda$ by $\alpha_\lambda\mathbf f_\lambda$. For comparable fields at the two cores it is smaller than $V_{\rm CPP}$ by a factor of order $\alpha/4\pi\varepsilon_0R^3$.

## The fast core

**Lemma 5.** For $\Delta>0$ and $\Delta+x>0$,

$$-\frac1{\Delta+x}=-\frac1\Delta+\frac{x}{\Delta^2}-\frac{x^2}{\Delta^2(\Delta+x)} .$$

*Proof.* Over the common denominator $\Delta^2(\Delta+x)$ the numerator of the right side is $-\Delta(\Delta+x)+x(\Delta+x)-x^2=-\Delta^2$. $\square$

**Proof of (b).** Insert the valence eigenstates in (a), with $x_k=E_k-E_v$ and $w_k=\sum_a|\langle k|f_a|v\rangle|^2\ge0$:

$$E^{(2)}_\lambda=-\sum_n|d_n|^2\sum_k\frac{w_k}{\Delta_n+x_k}.$$

The sum includes $k=v$, since the intermediate state differs from the initial one through the core. Apply Lemma 5 to each term. In the first piece the denominator does not depend on $k$, and completeness of the valence states gives $\sum_kw_k=\sum_a\langle v|f_af_a|v\rangle=\langle\mathbf f^2\rangle$, multiplied by $-\sum_n|d_n|^2/\Delta_n=-\tfrac12\alpha$. In the second, $\sum_kw_kx_k=\sum_a\langle v|f_a(H_v-E_v)f_a|v\rangle=S$, multiplied by $\sum_n|d_n|^2/\Delta_n^2=\beta$. The third is $-\mathcal R$ with

$$\mathcal R=\sum_n\frac{|d_n|^2}{\Delta_n^2}\sum_k\frac{w_kx_k^2}{\Delta_n+x_k},$$

a sum of non-negative terms by (A5). $\square$

The closure over $k$ is the step that produces $\mathbf f^2$. It turns a sum over valence excitations into a function of the instantaneous valence positions, and it is possible only because $x_k$ has been dropped against $\Delta_n$. The same identity applied to the operator of Lemma 4, with $x$ replaced by $H_v-E$, gives

$$H_{\rm eff}(E)=H_v-\tfrac12\sum_\lambda\alpha_\lambda\mathbf f_\lambda^2+\sum_{\lambda,a}\beta_\lambda f_{\lambda a}(H_v-E)f_{\lambda a}-\dots$$

plus dispersion. The leading term does not depend on $E$ or on $v$, so one operator serves all low valence states, and degenerate ones are handled by diagonalizing it.

**Proof of (d) and (e).** The upper bound is (b) with $\mathcal R\ge0$. For the ground state $x_k\ge0$, so $-1/(\Delta_n+x_k)\ge-1/\Delta_n$ term by term, and the sum gives the lower bound. Under the scaling in (e), $\alpha\to\alpha$ and $\beta\to\beta\,\eta/\eta^2=\beta/\eta$, and the two bounds close on each other. $\square$

For the valence ground state the CPP always overestimates the second-order attraction. The spectrum of $H_v$ has no upper end, so $x_k\ll\Delta_n$ cannot hold for every $k$. The usable form of the fast-core condition concerns the mean excitation energy $\bar x=S/\langle\mathbf f^2\rangle$. With $\bar\Delta=\alpha/2\beta$, the ratio of the second term of (b) to the first is $\bar x/\bar\Delta$, in magnitude. By (d) the relative error of the CPP for the valence ground state is at most this ratio, so a small ratio is sufficient. It is not necessary, because high valence states can make $S$ large while contributing little to $\langle\mathbf f^2\rangle$. If a valence state lies so high that $\Delta_n+x_k$ can vanish, a valence transition is resonant with a core excitation, (A5) fails, and the expansion in $1/\Delta$ cannot be used for that state.

**Lemma 6.** If $H_v=-\frac{\hbar^2}{2m}\sum_i\nabla_i^2+V$ with $V$ and $f$ real multiplicative functions, then $\langle v|f(H_v-E_v)f|v\rangle=\frac{\hbar^2}{2m}\sum_i\langle v|\,|\nabla_if|^2|v\rangle$.

*Proof.* Expanding, $[f,[H_v,f]]=2fH_vf-f^2H_v-H_vf^2$. In the eigenstate the last two terms each give $-E_v\langle f^2\rangle$, so $\langle f(H_v-E_v)f\rangle=\tfrac12\langle[f,[H_v,f]]\rangle$. The potential commutes with $f$. The product rule $\nabla^2(f\psi)=(\nabla^2f)\psi+2\nabla f\cdot\nabla\psi+f\nabla^2\psi$ gives $[H_v,f]=-\frac{\hbar^2}{2m}\sum_i\{(\nabla_i^2f)+2(\nabla_if)\cdot\nabla_i\}$. The first term commutes with $f$. For the second, $[f,(\nabla_if)\cdot\nabla_i]\psi=f\nabla_if\cdot\nabla_i\psi-\nabla_if\cdot\nabla_i(f\psi)=-|\nabla_if|^2\psi$. So $[f,[H_v,f]]=+\frac{\hbar^2}{m}\sum_i|\nabla_if|^2$, and half of it is the claim. $\square$

Summing over the three components proves (c) and completes the theorem, Lemma 3 having identified $\alpha$.

For one electron with a radial field $f_a=g(r)x_a/r$, differentiation gives

$$\partial_bf_a=g'\,\frac{x_ax_b}{r^2}+\frac gr\Big(\delta_{ab}-\frac{x_ax_b}{r^2}\Big).$$

The two matrices are the projectors along and across $\mathbf r$. They are orthogonal to each other and have traces 1 and 2, so the sum of squares of all nine elements is

$$\sum_a|\nabla f_a|^2=g'^2+\frac{2g^2}{r^2}.$$

For the bare field $g=\kappa/r^2$, $g'=-2\kappa/r^3$, and the sum is $(4+2)\kappa^2/r^6$. The first correction is then the expectation value of the repulsive potential $+3\beta\hbar^2\kappa^2/mr^6$, against $-\alpha\kappa^2/2r^4$ for the CPP. With $\beta=\alpha/2\bar\Delta$ the local ratio of the magnitudes is

$$\frac{3(\alpha/2\bar\Delta)\hbar^2\kappa^2/mr^6}{\alpha\kappa^2/2r^4}=\frac{3\hbar^2}{m\bar\Delta r^2}.$$

The correction describes the lag of the core dipole behind a moving charge, and several limits follow at once. It vanishes as $r\to\infty$, so $V_{\rm CPP}$ is the correct long-range form, as for a Rydberg electron of high angular momentum. At fixed distance it vanishes as the mass of the outer particle goes to infinity, and then $V_{\rm CPP}$ is simply Lemma 3 applied at each fixed configuration of charges: it is the Born–Oppenheimer energy of the core to second order in the dipole coupling. The field of the other cores has zero gradient with respect to the electrons and does not enter $S$. Since $\nabla_i$ acts only on the term of electron $i$ in $\mathbf f$, the quantity $S$ is the expectation value of a one-electron operator even though $\mathbf f^2$ is not.

Two cautions apply. A semilocal pseudopotential $\sum_lU_l(r)P_l$ does not commute with $f_a$. For one $s$ electron, $f_a|v\rangle$ is a pure $p$ function and feels $U_1$, while the eigenvalue equation of $|v\rangle$ contains $U_0$, so $S$ gains the term $\langle g^2(U_1-U_0)\rangle$. The second caution concerns the quadrupole term dropped in Lemma 1. For a core of size $a$ its matrix element is of order $ea^2\kappa/r^3$, against $ea\kappa/r^2$ for the dipole, so its second-order energy is attractive, falls as $r^{-6}$, and has relative size $a^2/r^2$. Confinement to size $a$ implies $\Delta\sim\hbar^2/ma^2$, so the lag correction is also of relative size $a^2/r^2$. In a real atom (A2) and the fast-core condition fail together, and keeping one $r^{-6}$ term without the other is inconsistent. In atomic units the two terms combine to $-(\alpha_q-6\beta)/2r^6$, where the quadrupole polarizability $\alpha_q$ is defined like $\alpha$ with $\sum_js_j^2P_2(\cos\theta_j)$ in place of the dipole. For Sc³⁺, time-dependent Hartree–Fock gives $\alpha_q\approx3.4$ and $6\beta\approx4.0$, so the quadrupole attraction cancels more than four fifths of the lag term.

## A core for which the constants are exact

For a hydrogen atom as the polarizable system, $\alpha$ and $\beta$ follow from the Dalgarno–Lewis method. Use $x=r/a_0$ and measure energy in $E_h=e^2/4\pi\varepsilon_0a_0=\hbar^2/ma_0^2$. If $\chi$ solves $(H-E_0)\chi=z\psi_0$ and is orthogonal to $\psi_0$, projection on $\langle n|$ gives $\langle n|\chi\rangle=\langle n|z|0\rangle/\Delta_n$. Then $\sum_n|z_{n0}|^2/\Delta_n=\langle z\psi_0|\chi\rangle$ and $\sum_n|z_{n0}|^2/\Delta_n^2=\langle\chi|\chi\rangle$. With $\psi_0=(u_0/x)Y_{00}$, $u_0=2xe^{-x}$ and $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, the source has $l=1$ and radial function $\frac2{\sqrt3}x^2e^{-x}$. The radial operator $L=-\tfrac12\frac{d^2}{dx^2}+\frac1{x^2}-\frac1x+\tfrac12$ acts on a power, using $(x^pe^{-x})''=[p(p-1)x^{p-2}-2px^{p-1}+x^p]e^{-x}$, as

$$L\,x^pe^{-x}=\big[(1-\tfrac12p(p-1))\,x^{p-2}+(p-1)\,x^{p-1}\big]e^{-x}.$$

For $p=2$ this is $xe^{-x}$, and for $p=3$ it is $(-2x+2x^2)e^{-x}$. So $L(x^2+\tfrac12x^3)e^{-x}=x^2e^{-x}$ and the radial function of $\chi$ is $\frac2{\sqrt3}(x^2+\tfrac12x^3)e^{-x}$. The integrals $\int_0^\infty x^pe^{-2x}dx=p!/2^{p+1}$ are $\tfrac34$, $\tfrac{15}8$, $\tfrac{45}8$ for $p=4,5,6$. Therefore

$$\alpha=2\cdot\tfrac43\big(\tfrac34+\tfrac{15}{16}\big)\frac{e^2a_0^2}{E_h}=\tfrac92\,4\pi\varepsilon_0a_0^3,\qquad\beta=\tfrac43\big(\tfrac34+\tfrac{15}8+\tfrac{45}{32}\big)\frac{e^2a_0^2}{E_h^2}=\tfrac{43}8\,\frac{e^2a_0^2}{E_h^2}.$$

The first is $7.4195\times10^{-41}\ \mathrm{C^2m^2/J}$. The mean core energy is $\bar\Delta=\alpha/2\beta=\tfrac{18}{43}E_h$, slightly above the first excitation energy $\tfrac38E_h$, and the ratio $3\hbar^2/m\bar\Delta r^2$ becomes $\tfrac{43}6a_0^2/r^2$. The adiabatic form is good only many bohr radii away.

## The terms inside the square

For one core let $\mathbf t_i=\mathbf r_{\lambda i}/r_{\lambda i}^3$ and $\mathbf T=\sum_{\mu}Q_\mu\mathbf R_{\lambda\mu}/R_{\lambda\mu}^3$, so that $\mathbf f=\kappa(\sum_i\mathbf t_i-\mathbf T)$. In the square each unordered pair $i<j$ occurs twice, and so does each product of $\mathbf t_i$ with $\mathbf T$:

$$-\tfrac12\alpha\mathbf f^2=-\tfrac12\alpha\kappa^2\sum_i\frac1{r_{\lambda i}^4}-\alpha\kappa^2\sum_{i<j}\mathbf t_i\cdot\mathbf t_j+\alpha\kappa^2\sum_i\mathbf t_i\cdot\mathbf T-\tfrac12\alpha\kappa^2\mathbf T^2 .$$

The first term attracts each electron to the dipole it induces. The second is a two-electron operator, in which one electron feels the dipole induced by another. It is negative when the electrons are on the same side of the core and positive when they are on opposite sides. In a state where the electrons are correlated so as to lie on opposite sides, its expectation value cancels part of the first term. The third term is positive when an electron lies between the core and a positive neighbour, where the two fields oppose each other. The fourth is a constant for fixed nuclei. At a core far from a neutral fragment, the fields of the fragment's electrons and of its cores cancel to leading order, and the energy reflects this cancellation only if all four terms are kept. Adding $-\alpha\kappa^2/2r^4$ for each electron and omitting the rest gives the full operator only for a single valence electron on a single core. In special states the omitted terms can still average to zero: for an uncorrelated product of two $s$ orbitals on one core, the expectation value of $\mathbf t_1\cdot\mathbf t_2$ vanishes by symmetry. Two electrons at $\pm\mathbf r$ show the size of the error: $\mathbf f=0$ and $V_{\rm CPP}=0$, while the one-electron terms alone give twice $-\alpha\kappa^2/2r^4$.

In an orbital basis the second term needs integrals that are products of one-electron field integrals, because $\mathbf t_i\cdot\mathbf t_j$ factorizes. In quantum Monte Carlo the operator is a local function of the configuration: one sums the vector $\mathbf f_\lambda$ over electrons and squares it. In either case the potential in $H_v$ must have been fitted without core polarization, or fitted together with the CPP. A potential adjusted to measured levels already contains the one-electron term, and adding it again counts it twice.

## The cutoff

The operator $H_v-\alpha\kappa^2/2r^4$ has no lowest eigenvalue. Take a normalized smooth function $\varphi(\mathbf r)$ that vanishes near the origin and shrink it, $\psi_b=b^{-3/2}\varphi(\mathbf r/b)$. The kinetic energy scales as $b^{-2}$, the Coulomb energy as $b^{-1}$ and the polarization energy as $-b^{-4}$, so the total goes to $-\infty$ as $b\to0$. The fault lies in (A2). For $r<s$ the expansion of Lemma 1 holds with $\mathbf r$ and $\mathbf s$ interchanged, and the term that reaches dipole-excited core states is $\mathbf r\cdot\mathbf s/s^3$, which vanishes as $r\to0$. The true coupling is regular inside the core, with a shape that differs from one core state $n$ to another, and exchange (A1) matters in the same region. The practical remedy replaces $\mathbf r/r^3$ by $C(r)\,\mathbf r/r^3$ in the electronic part of $\mathbf f$, with $C\to1$ outside the core. The form used here is

$$C(r)=\big(1-e^{-(r/\rho)^2}\big)^2,$$

which behaves as $(r/\rho)^4$ at small $r$, so that $g=\kappa C/r^2$ vanishes as $r^2$. Neither the form nor $\rho$ is derived. The cutoff multiplies the field before squaring, so the one-electron term carries $C^2$ and the pair term $C(r_i)C(r_j)$. If the coupling $-\mathbf d\cdot\mathbf f$ with this $\mathbf f$ is taken as a model Hamiltonian, Lemmas 2 to 6 hold unchanged, since they used only that $\mathbf f$ is a function of the valence coordinates.

## A solvable model

The theorem is now proved: the CPP is the leading term for a fast core, its first correction describes the lag of the core dipole, and its short-range cutoff is empirical. What remains is to test these results on a solvable two-channel model, a worked example with an Sc³⁺-like core, and Hartree–Fock calculations on Sc³⁺ with clamped charges.
